Steady triple-junction motion with finite mobility: the relation between angle and drag, part 1

(Sections cited here and not found follow in the second part.)

PART 1. THE RESULT AND ITS DERIVATION

Result

Two curved grain boundaries, mirror images of each other, enclose a long grain of width a. They meet a straight third boundary at a triple junction, which moves steadily into the enclosed grain. If all three boundaries have the same energy per area, then

Λ = 2θ/(2 cos θ − 1), 0 < θ < π/3, (1)

where

Λ = m_tj a/m_b. (2)

Here θ is the angle in radians between either curved boundary and the symmetry axis, taken at the junction. The angle between the two curved boundaries is therefore 2θ. The boundary mobility is m_b and the junction mobility is m_tj. The speed of the junction is

V = 2θ m_b γ/a, (3)

with γ the boundary energy per area. When the junction offers no resistance, m_tj → ∞ and hence Λ → ∞. Equation (1) then gives θ → π/3, or 60°, so the three boundaries meet at 120° to one another. At any finite Λ the angle is smaller than 60°.

Geometry and assumptions

The film is treated as two-dimensional: boundaries and junction run straight through its thickness, and energies and forces are counted per unit thickness. The x axis is the symmetry axis, with the origin at the junction at the instant considered. The third boundary lies along the negative x axis. The enclosed grain lies to the right of the junction, between a lower and an upper flank, which approach y = −a/2 and y = +a/2 far from the junction.

The upper flank is described by its arc length s, measured from the junction, and by the angle φ between its tangent and the x axis. Thus φ = θ at s = 0, and φ → 0 as s → ∞. The unit tangent pointing away from the junction and the unit normal pointing into the enclosed grain are

t = (cos φ, sin φ),
n = (sin φ, −cos φ). (4)

Motion towards positive x shrinks the enclosed grain and lengthens the third boundary; V is counted positive in that direction.

The boundary energy γ is assumed to depend neither on the inclination of a boundary nor on which pair of grains it separates. Both mobilities are constants. No other driving force acts: there is no difference in strain energy or surface energy between the grains, and nothing pins the boundaries. Part 2 estimates what happens when these assumptions are relaxed.

Driving forces from the boundary energy

The force on the junction and the pressure on a boundary both follow from one variation of the energy. Let each point R(s) of the upper flank be displaced by a small vector δR(s). The tangent vector dR/ds = t becomes t + d(δR)/ds. To first order its length changes from 1 to 1 + t·d(δR)/ds, because t is a unit vector. The energy of the flank therefore changes by

δE = γ ∫ t·(d(δR)/ds) ds. (5)

Integration by parts, with the far end held fixed, gives

δE = −γ t(0)·δR(0) − γ ∫ (dt/ds)·δR ds. (6)

The derivative of the tangent follows from (4):

dt/ds = (−sin φ, cos φ) dφ/ds = −(dφ/ds) n. (7)

Define the curvature

κ = −dφ/ds, (8)

which is positive when the flank bends towards the enclosed grain. Then dt/ds = κ n and

δE = −γ t(0)·δR(0) − ∫ γκ n·δR ds. (9)

A force is minus the derivative of the energy with respect to displacement. The first term of (9) says that the flank pulls the junction with force γ t(0), along its own tangent. The second says that each element of the flank feels a pressure γκ along n.

The two kinetic laws take each speed to be proportional to its driving force:

normal speed of boundary = m_b γκ, (10)
speed of junction = m_tj × (net force per unit thickness). (11)

In SI units m_b is given in m⁴/(J s) and m_tj in m³/(J s). The ratio m_b/m_tj is then a length, and Λ is the width a divided by that length. A large Λ means a junction that follows easily, and a small Λ means strong junction drag.

Step 1: steady motion of the flank

In steady motion the whole figure translates with velocity (V, 0). Sliding a curve along itself does not change it, so the kinetic law involves the normal component of this velocity. From (4) it is

(V, 0)·n = V sin φ. (12)

Setting this equal to (10), with κ from (8), gives

V sin φ = −m_b γ dφ/ds. (13)

This equation fixes the sign of V. Near the junction the upper flank rises into y > 0, so 0 < θ < π. Constant φ = 0 and constant φ = π both solve (13). Solutions of this first-order equation cannot cross, so φ stays between 0 and π at every finite s, and sin φ stays positive. If V were zero, φ would keep the value θ and could not tend to zero. If V were negative, φ would increase with s and again could not tend to zero. A flank that becomes parallel to the axis therefore requires V > 0: in this geometry, steady motion shrinks the enclosed grain.

Step 2: speed from the total turning angle

Along the flank dy = sin φ ds. Multiplying (13) by ds gives

V dy = −m_b γ dφ. (14)

From the junction to the far end, y runs from 0 to a/2 while φ runs from θ to 0. Integration gives

V (a/2) = −m_b γ (0 − θ) = m_b γ θ. (15)

Multiplying by 2/a yields

V = 2θ m_b γ/a,

which is (3). The factor 2 arises because each flank spans half the width a. The θ outside any trigonometric function is the angle through which a flank turns, which is why it must be in radians.

Equation (14) also gives a property that is useful when a profile is measured. Integrating only up to height y gives V y = m_b γ(θ − φ). Dividing by (15) leads to

φ = θ(1 − 2y/a). (16)

The tangent angle falls linearly with height. A plot of φ against y is a straight line that meets y = 0 at φ = θ and φ = 0 at y = a/2.

Step 3: the shape of the flank

The integration assumed that a flank with the required ends exists. The explicit shape confirms this. With dx = cos φ ds, equation (13) becomes

V dx = −m_b γ (cos φ/sin φ) dφ. (17)

The integral of cos φ/sin φ is ln sin φ. Integrating from the junction, where x = 0 and φ = θ, gives

V x = m_b γ ln(sin θ/sin φ). (18)

By (3), V/(m_b γ) = 2θ/a. Solving (18) for sin φ therefore gives

sin φ = sin θ exp(−2θx/a). (19)

Step 4 will show that θ < π/3, so φ is the ordinary arcsine of the right-hand side. Solving (16) for y and inserting this φ gives

y = (a/2)[1 − arcsin(sin θ exp(−2θx/a))/θ]. (20)

At x = 0 the arcsine equals θ and y = 0. As x → ∞ the arcsine vanishes and y → a/2. The flank thus has the required ends, and it approaches its final height exponentially over the length a/(2θ).

The curvature follows from (8), (13) and (3):

κ = V sin φ/(m_b γ) = (2θ/a) sin φ. (21)

It is largest at the junction, where the radius of curvature is a/(2θ sin θ), and it decays along the flank in proportion to exp(−2θx/a).

Any value of θ between 0 and π/3 gives an acceptable flank. Curvature-driven motion of the flanks therefore does not determine the angle by itself. The missing condition comes from the junction.

Step 4: force balance at the junction

By (9), each boundary pulls the junction along its tangent, away from the junction. The three forces per unit thickness are

upper flank: γ(cos θ, sin θ),
lower flank: γ(cos θ, −sin θ),
third boundary: γ(−1, 0).

The y components cancel. The sum along x is

F = γ(2 cos θ − 1). (22)

The junction law (11) then gives

V = m_tj γ(2 cos θ − 1). (23)

Step 1 showed that V > 0, so 2 cos θ > 1. For an angle between 0 and π this means θ < π/3, which is the range stated in (1). A moving junction of finite mobility needs a net force, and the boundaries provide it by closing the angle 2θ below 120°.

Step 5: eliminating the speed

The flank and the junction move together, so (3) and (23) give the same V:

2θ m_b γ/a = m_tj γ(2 cos θ − 1). (24)

The energy γ cancels. Multiplication by a/m_b gives

2θ = (m_tj a/m_b)(2 cos θ − 1) = Λ(2 cos θ − 1). (25)

Division by 2 cos θ − 1, which is positive, gives (1).

The cancellation of γ means that the angle depends on the two mobilities and the width, but not on the magnitude of the common boundary energy. The speed remains proportional to γ.

One angle for each Λ

The derivative of the right-hand side of (1), by the quotient rule, is

dΛ/dθ = [2(2 cos θ − 1) + 4θ sin θ]/(2 cos θ − 1)². (26)

Both terms in the numerator are positive for 0 < θ < π/3, so Λ increases with θ. It tends to 0 as θ → 0, and it grows without bound as θ → π/3, where the numerator of (1) tends to 2π/3 while the denominator tends to 0 from above. Every positive Λ therefore corresponds to one angle, and every angle in the range to one positive Λ.

For θ slightly above π/3, formula (1) returns a negative Λ. This is not a mobility ratio. It signals that the measured angle does not belong to this steady configuration with equal boundary energies, or that measurement error has carried it past the limit. A third boundary of lower energy, treated in Part 2, can give a steady angle above 60°. A junction moving the other way needs boundaries of a different overall shape and its own derivation.

Vanishing junction drag

Keep a and m_b fixed and let m_tj grow. Since θ < π/3, equation (3) bounds the speed by (2π/3) m_b γ/a. Equation (23) then gives

2 cos θ − 1 = V/(m_tj γ) < (2π/3)/Λ. (27)

The right-hand side vanishes as Λ → ∞, so cos θ → 1/2 and θ → π/3. The net force disappears even though the junction still moves, because a junction without drag needs no force to move it.

The same angle follows from minimizing boundary length with fixed outer ends. By (9), moving the junction by dx changes the total length by (1 − 2 cos θ) dx, which vanishes at cos θ = 1/2. Direct numerical minimization with outer ends at (1, 1), (1, −1) and (−3, 0) gave 60.0000°.

The approach to the limit shows how much information the angle still carries. Put θ = π/3 − δ with small δ. The addition theorem gives

2 cos θ = cos δ + √3 sin δ ≈ 1 + √3 δ − δ²/2. (28)

Inserting this into (25) gives

Λ(√3 δ − δ²/2) ≈ 2π/3 − 2δ. (29)

To leading order in 1/Λ,

δ ≈ 2π/(3√3 Λ). (30)

Write c = 2π/(3√3) and δ = c/Λ + d/Λ². The terms of order 1/Λ in (29) give √3 d − c²/2 = −2c, hence

d = (c²/2 − 2c)/√3. (31)

At Λ = 100 the leading law gives δ = 0.693°, while the full relation gives 0.687°. The correction (31) accounts for the difference at this precision.

Strong junction drag

For Λ → 0 the angle is small and 2 cos θ − 1 → 1. Equations (25) and (23) then give

θ ≈ Λ/2, V ≈ m_tj γ. (32)

The speed no longer depends on the width. The two curved boundaries are almost parallel at the junction and pull with a combined force close to 2γ, against γ from the third boundary. The net force is nearly γ, and the junction mobility alone sets the speed. In the opposite limit the speed is (2π/3) m_b γ/a, which is inversely proportional to the width. The length m_b/m_tj separates the two regimes.

PART 2. USE, NUMERICAL CHECKS AND A GOLD FILM

Symbols and results taken from Part 1

A grain of width a is enclosed by two symmetric curved boundaries, the flanks, which meet a straight third boundary at a junction moving with speed V into the grain. Each flank makes the angle θ with the axis at the junction, and φ is its tangent angle farther along. The boundary energy is γ, the boundary mobility m_b, the junction mobility m_tj, and Λ = m_tj a/m_b. Distance from the junction along the axis is x. The results needed are:

flank motion: V sin φ = −m_b γ dφ/ds, V = 2θ m_b γ/a,
junction motion: V = m_tj γ(2 cos θ − 1),
relation: Λ = 2θ/(2 cos θ − 1), 0 < θ < π/3,
shape: φ = θ(1 − 2y/a), sin φ = sin θ exp(−2θx/a),
curvature: κ = (2θ/a) sin φ.

Unequal energy of the third boundary

Let the third boundary have energy rγ, with 0 < r < 2, while both flanks keep energy γ. The flank equation does not contain the third boundary, so V = 2θ m_b γ/a is unchanged. In the force balance, the backward pull γ becomes rγ:

V = m_tj γ(2 cos θ − r). (33)

Equating the speeds as before gives

Λ = 2θ/(2 cos θ − r), 0 < θ < arccos(r/2). (34)

The drag-free angle is then arccos(r/2). It equals 60° for r = 1.

Computing the angle

To find θ from a given Λ, solve

f(θ) = Λ(2 cos θ − r) − 2θ = 0 (35)

on the interval from 0 to arccos(r/2). At the lower end f = Λ(2 − r) > 0, and at the upper end f = −2 arccos(r/2) < 0. In between, f′ = −2Λ sin θ − 2 is negative. There is one root, and bisection or any other bracketing method will find it. Form (35) avoids the division in (34), whose denominator vanishes at the upper end. The angle must be in radians. If the full angle between the flanks has been measured, it must be halved first.

Where the energy goes

When the junction advances by dx, the two flanks together lose a length 2dx from their straight far parts, and the third boundary gains dx. The shape near the junction is carried along unchanged. The power released per unit thickness is therefore

P = (2 − r)γV. (36)

The power dissipated by an element of flank is its driving pressure γκ times its normal speed. By the flank law, γκ = V sin φ/m_b. For one flank, with ds = −m_b γ dφ/(V sin φ), this gives

∫ (V² sin² φ/m_b) ds = γV ∫ sin φ dφ = γV(1 − cos θ), (37)

where the second integral runs from 0 to θ; the minus sign has been used to exchange its limits. Two flanks dissipate 2γV(1 − cos θ). The junction dissipates force times speed, γV(2 cos θ − r). The sum is γV(2 − r), equal to (36), so the energy account closes.

For r = 1 the released power is γV, and the junction's share of the dissipation is

q = 2 cos θ − 1. (38)

The angle is thus a direct measure of the importance of junction drag: q tends to 1 when θ → 0 and to 0 when θ → 60°.

Time-dependent check

The derivation assumes steady motion from the outset. To test the result without that assumption, the upper flank can be followed as a function y(x, t). Its normal speed towards the enclosed grain is v = m_b γκ. A curve moving downwards along its normal has ∂y/∂t = −v/cos φ at fixed x. Write y′ and y″ for the first and second derivatives with respect to position. The curvature is then κ = −y″/(1 + y′²)^(3/2), and 1/cos φ = (1 + y′²)^(1/2), so

the motion of the flank can be written as a single equation for y(x, t), with which the next part opens. The steady angle, speed and shape and the energy account are now established; the time-dependent check, the gold film example, the inference of Λ from a measured angle and the effects left out of the model remain.
